# Phase bias from square-wave pumping and square-wave lock-in detection in thermoreflectance

## The problem

A pump laser is switched on and off as a square wave of frequency $f$, with equal on and off times. It heats the surface of a sample, and a probe beam reads the surface temperature through the reflectance. The lock-in amplifier multiplies the probe signal by square waves and averages over many whole periods. Its two channels are

$$X=\langle S(t)\,\mathrm{sgn}\sin\omega t\rangle,\qquad Y=\langle S(t)\,\mathrm{sgn}\cos\omega t\rangle,\qquad \omega=2\pi f,$$

and time starts at a rising edge of the pump. The phase read is $\arg(X+iY)$, so a lag is negative.

The sample responds linearly. A surface flux $F e^{i\omega t}$ produces a surface temperature $Z(\omega)Fe^{i\omega t}$. The signal $S$ is taken to be the temperature itself, because a positive thermoreflectance coefficient cancels from the phase. A negative one, which gold has at some probe wavelengths, adds $180^\circ$ to the reading; once this is removed, the bias is the same.

1. Show that, before thermal filtering, the third harmonic enters the output with relative weight $1/9$, and find its sign in each channel.
2. Find the phase bias for a uniformly heated half-space, meaning the phase read minus the phase of $Z(\omega)$.
3. Find the bias if the operator instead rotates the reference until $Y$ vanishes and reads the phase from the rotation.
4. Judge the result for a gold-coated glass substrate at 10 kHz.

## A first estimate by scaling

The third harmonic of a square wave has one third of the fundamental's amplitude. It occurs once in the pump and once in the reference, which gives $1/3\times1/3=1/9$.

The sample then filters it. In a time $1/\omega$ heat diffuses to a depth of order $\sqrt{D/\omega}$, where $D$ is the diffusivity. The surface temperature is of order flux times depth divided by conductivity, so it falls as $\omega^{-1/2}$. At $3\omega$ this costs a further factor $\sqrt3$:

$$r=\frac{1}{9\sqrt3}=3^{-5/2}=0.064 .$$

A small addition of relative size $r$ turns the phase most when it stands at about a right angle to the fundamental in the $(X,Y)$ plane. The turn is then about $0.064$ rad, or $3.7^\circ$. If the addition is parallel to the fundamental, it changes the amplitude and leaves the phase alone. Scaling therefore says that the third harmonic can shift the phase by anything from zero to about $3.7^\circ$, with unknown sign. The geometry must come from the full calculation.

## Exact solution: the lock-in output

**Pump.** Let $p(t)=1$ for $0<t<T/2$ and $0$ for $T/2<t<T$, with $T=2\pi/\omega$. Its mean is $1/2$. Its sine coefficients are

$$b_n=\frac2T\int_0^{T/2}\sin n\omega t\,dt=\frac{2}{T}\,\frac{1-\cos n\pi}{n\omega}=\frac{1-(-1)^n}{n\pi},$$

which is $2/(n\pi)$ for odd $n$ and zero for even $n$. The cosine coefficients are proportional to $\sin n\pi$ and vanish. Hence

$$p(t)=\frac12+\frac2\pi\sum_{n\ \mathrm{odd}}\frac{\sin n\omega t}{n}.$$

**References.** Since $\mathrm{sgn}\sin\omega t=2p(t)-1$,

$$\mathrm{sgn}\sin\omega t=\frac4\pi\sum_{n\ \mathrm{odd}}\frac{\sin n\omega t}{n}.$$

The other reference is the same wave advanced by a quarter period, $\omega t\to\omega t+\pi/2$. For odd $n$, $\cos(n\pi/2)=0$, so

$$\sin\!\left(n\omega t+\tfrac{n\pi}{2}\right)=\sin\!\left(\tfrac{n\pi}{2}\right)\cos n\omega t\equiv\chi_n\cos n\omega t,$$

with $\chi_n=+1$ for $n=1,5,9,\dots$ and $\chi_n=-1$ for $n=3,7,11,\dots$ Therefore

$$\mathrm{sgn}\cos\omega t=\frac4\pi\sum_{n\ \mathrm{odd}}\chi_n\frac{\cos n\omega t}{n}.$$

The sign has a simple origin: a quarter period of the fundamental is three quarters of a period of the third harmonic.

**Signal.** Write $Z_n=Z(n\omega)=|Z_n|e^{i\varphi_n}$ and let the absorbed flux be $F_0p(t)$. Each component $\sin n\omega t$ returns as $|Z_n|\sin(n\omega t+\varphi_n)$. Expanding this sine gives

$$S(t)=S_0+\frac{2F_0}{\pi}\sum_{n\ \mathrm{odd}}\frac1n\left[\mathrm{Re}Z_n\,\sin n\omega t+\mathrm{Im}Z_n\,\cos n\omega t\right],$$

where $S_0$ is the steady temperature rise.

**Averages.** The references have zero mean, so $S_0$ drops out. Over a whole period $\langle\sin n\omega t\,\sin m\omega t\rangle=\langle\cos n\omega t\,\cos m\omega t\rangle=\tfrac12\delta_{nm}$, and the mixed averages vanish. The prefactor is $\frac2\pi\cdot\frac4\pi\cdot\frac12=\frac4{\pi^2}$, and

$$X=\frac{4F_0}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{\mathrm{Re}Z_n}{n^2},\qquad
Y=\frac{4F_0}{\pi^2}\sum_{n\ \mathrm{odd}}\chi_n\frac{\mathrm{Im}Z_n}{n^2}.$$

Where $\chi_n=-1$, the imaginary part changes sign, which is complex conjugation:

$$X+iY=\frac{4F_0}{\pi^2}\left[Z_1+\frac{Z_3^*}{9}+\frac{Z_5}{25}+\frac{Z_7^*}{49}+\dots\right].$$

This answers the first question. The weight is $1/9$ in magnitude, with sign $+$ in $X$ and $-$ in $Y$. A sampled lock-in fed with one harmonic at a time, each with the same complex gain, gives $0.11111$ and $-0.11111$.

## Exact solution: the half-space

Let the material fill $z>0$, with conductivity $K$, heat capacity per volume $C$ and $D=K/C$. The heating is uniform over the surface and absorbed at $z=0$. Inserting $\theta(z)e^{i\omega t}$ into $C\,\partial_tT=K\,\partial_z^2T$ gives

$$\theta''=\frac{i\omega}{D}\,\theta,\qquad \theta(z)=\theta_0e^{-qz},\qquad q=\sqrt{\frac{i\omega}{D}}=(1+i)\sqrt{\frac{\omega}{2D}} .$$

The root with positive real part is taken, so that the temperature decays with depth. The flux entering at the surface is $F=-K\theta'(0)=Kq\theta_0$. With $K/\sqrt D=\sqrt{KC}\equiv e$, the effusivity,

$$Z(\omega)=\frac{\theta_0}{F}=\frac1{Kq}=\frac{1}{e\sqrt{i\omega}}=\frac{e^{-i\pi/4}}{e\sqrt\omega}$$

(in the last numerator $e$ is the base of the exponential). Every harmonic lags by $45^\circ$, and $|Z_n|=|Z_1|n^{-1/2}$. Thermal filtering thus turns the weights $n^{-2}$ into $n^{-5/2}$.

Conjugation changes $e^{-i\pi/4}$ into $e^{+i\pi/4}=i\,e^{-i\pi/4}$. Collect the two families of harmonics:

$$A=\sum_{n=1,5,9,\dots}n^{-5/2},\qquad B=\sum_{n=3,7,11,\dots}n^{-5/2},$$

$$X+iY=\frac{4F_0|Z_1|}{\pi^2}\left[A\,e^{-i\pi/4}+B\,e^{i\pi/4}\right]=\frac{4F_0|Z_1|}{\pi^2}\,e^{-i\pi/4}\,(A+iB).$$

The factor $e^{-i\pi/4}$ is the true phase, so the bias is

$$\Delta\varphi=\arctan\frac BA .$$

Writing $n=4k+1$ or $n=4k+3$ and taking out $4^{-5/2}$ turns the sums into Hurwitz zeta functions, $\zeta(s,a)=\sum_{k\ge0}(k+a)^{-s}$:

$$A=4^{-5/2}\zeta\!\left(\tfrac52,\tfrac14\right)=1.026483,\qquad B=4^{-5/2}\zeta\!\left(\tfrac52,\tfrac34\right)=0.077861 .$$

Hence $B/A=0.07585$ and $\Delta\varphi=0.07571$ rad $=4.338^\circ$. The instrument reads $-40.662^\circ$ instead of $-45^\circ$. Neither the frequency nor any material constant appears in this result. The amplitude is also affected: $\sqrt{A^2+B^2}=1.029$, about 3% above the value from the fundamental alone.

As an independent test, the heat equation was solved on a grid for a flux that reverses every half period. The periodic surface temperature was then averaged directly against the two square references, with no Fourier series. The bias came out as $4.338^\circ$, and it changed by $0.00016^\circ$ when the grid was refined by a factor of two.

### Other response phases

Suppose that all harmonics share some other phase $\varphi$, and let $A$ and $B$ now denote the sums of $|Z_n|/(n^2|Z_1|)$ over the two families. Then

$$Ae^{i\varphi}+Be^{-i\varphi}=e^{i\varphi}\left(A+Be^{-2i\varphi}\right),\qquad
\Delta\varphi=\arctan\frac{-B\sin2\varphi}{A+B\cos2\varphi}.$$

The bias vanishes at $\varphi=0$. A detector looking at the pump light itself therefore reads the correct phase. It also vanishes at $\varphi=-90^\circ$, the case of a thin, thermally isolated film that merely stores heat, $Z=1/(i\omega C_fh)$. For small $B/A$ the bias is about $-(B/A)\sin2\varphi$, which is largest at $\varphi=-45^\circ$. To this order, and for given $B/A$, the half-space has the least favourable phase.

## Reading the phase by a null

Now rotate the reference to $\mathrm{sgn}\cos(\omega t+\theta)$. Its $n$th harmonic becomes $\chi_n\cos(n\omega t+n\theta)/n$: the phase turns by $n\theta$, not by $\theta$. Since $\langle\sin(n\omega t+\varphi_n)\cos(n\omega t+n\theta)\rangle=\tfrac12\sin(\varphi_n-n\theta)$,

$$Y(\theta)=\frac{4F_0}{\pi^2}\sum_{n\ \mathrm{odd}}\chi_n\frac{|Z_n|}{n^2}\sin(\varphi_n-n\theta).$$

With the fundamental alone, the null near the signal phase lies at $\theta=\varphi_1$, which is the true phase. For the half-space put $\theta=-\pi/4+\delta$, so that $\delta$ is the bias of this reading. The first two arguments are

$$\varphi_1-\theta=-\delta,\qquad \varphi_3-3\theta=-\frac\pi4+\frac{3\pi}4-3\delta=\frac\pi2-3\delta .$$

Keeping these two terms, with $\chi_3=-1$ and $r=3^{-5/2}$, the null condition is

$$-\sin\delta-r\cos3\delta=0\quad\Longrightarrow\quad \sin\delta=-r\cos3\delta .$$

The solution is $\delta=-3.612^\circ$. With all harmonics it is $-3.525^\circ$, and the direct diffusion calculation gives the same value.

The lag now appears too large, whereas the fixed channels made it appear too small. The two readings of the same signal differ by $4.338^\circ+3.525^\circ=7.86^\circ$. It follows that rotating a square reference inside the instrument is not equivalent to subtracting an angle from the recorded phase afterwards. An analysis that corrects for the harmonics must know which of the two was done.

## Comparison of estimate and solution

| Harmonics kept | Bias, fixed channels |
|---|---|
| third only | $3.670^\circ$ |
| up to 5 | $3.606^\circ$ |
| up to 7 | $4.038^\circ$ |
| all | $4.338^\circ$ |

The third harmonic alone gives $\arctan r=3.670^\circ$, the upper end of the scaling estimate. The reason is that conjugating a response at $-45^\circ$ turns it by $90^\circ$, the right angle that the estimate could only suppose. The third harmonic accounts for 85% of the full bias.

The remaining 15% comes from the slow decay of the series. The fifth harmonic is not conjugated. It adds to the fundamental, enlarges $A$ and slightly reduces the angle. The seventh is conjugated and adds to $B$. Scaling gave the right size, but it could give neither the sign nor the dependence on how the phase is read.

## A gold-coated glass substrate at 10 kHz

The property values in this section are chosen model inputs of realistic size, not measured data. For the glass take $K=1.40$ W/(m K) and $C=1.65$ MJ/(m³ K). Then

$$D=\frac{1.40}{1.65\times10^6}=8.485\times10^{-7}\ \mathrm{m^2/s},\qquad \sqrt{\frac{D}{\pi f}}=5.2\ \mu\mathrm m .$$

Pump and probe are Gaussian with equal $1/e^2$ radii $w=100$ µm, much wider than this depth. The film is 80 nm thick, with $K_f=200$ W/(m K) and $C_f=2.50$ MJ/(m³ K), and the interface conductance is $G=50$ MW/(m² K). For the ideal half-space, $|Z|=2.625\times10^{-6}$ K m²/W at this frequency.

The neglected effects change the true phase as follows.

- **Finite spot.** For lateral wavenumber $k$, $q$ becomes $\sqrt{k^2+i\omega/D}$. To first order this multiplies $Z$ by $1+ik^2D/(2\omega)$. Each Gaussian beam contributes a factor $e^{-k^2w^2/8}$, so the weight is $k\,e^{-k^2w^2/4}dk$ and $\langle k^2\rangle=4/w^2$. The shift is $2D/(\omega w^2)=0.0027$ rad $=+0.155^\circ$.
- **Heat stored in the film.** The film takes up a flux $i\omega C_fh\,\theta_0$, so $Z$ is divided by $1+i\omega C_fhZ=1+0.033\,e^{i\pi/4}$. The lag grows, and the computed shift is $-1.30^\circ$.
- **Interface.** The resistance $1/G$ adds a real term to $Z$, with $1/(G|Z|)=0.0076$. The shift is $+0.31^\circ$.
- **Lateral conduction in the film.** This adds the real term $K_fhk^2$ to $1/Z$ and shifts the phase by $+0.65^\circ$.

With all four included, the fundamental has phase $-45.20^\circ$ and the square-wave lock-in reads $-40.97^\circ$. The bias is $4.24^\circ$, which is $0.10^\circ$ less than for the ideal half-space. The corrections to the thermal model partly cancel here, and each is smaller than the bias.

A small timing error of the modulator can matter more than any one of these thermal corrections. If the pump is on for 51% of the period, with its rising edge still aligned to the reference, the centre of the pulse moves by 0.5% of a period. The fundamental is delayed by $1.8^\circ$. For the ideal half-space the computed change in the reading is $-2.17^\circ$, the rest coming from the other harmonics.

Heating is modest. The absorbed power is 10 mW while the pump is on, hence $P=5$ mW on average. At $\omega=0$ the response of the bare substrate to wavenumber $k$ is $1/(Kk)$, and the probe-averaged steady rise is

$$\frac{P}{2\pi K}\int_0^\infty e^{-k^2w^2/4}\,dk=\frac{P}{2\sqrt\pi\,Kw}=10\ \mathrm K .$$

The fundamental has an amplitude of $0.53$ K, also for the bare substrate. With the film and the interface included, the two values become $9.0$ K and $0.52$ K. A uniform change of $K$ or $C$ caused by the steady rise alters $e$, which cancels from the half-space bias. Property gradients within the heated region are not included.

**What a fit would make of it.** Consider the bare substrate with the same spot. Its true phase is $-44.85^\circ$ and the reading is $-40.51^\circ$. A sine-wave model with known $w$ can explain the smaller lag only by stronger radial conduction, and it returns a diffusivity 31 times too large. The factor is so large because the phase hardly depends on $D$ here: the whole effect of the finite spot is $0.155^\circ$, while the reading asks for $4.49^\circ$. It belongs to this wide-spot setting and is not a general error factor.

**Smaller spots.** The 100 µm spot was chosen to approach uniform heating. The first-order spot shift grows as $1/w^2$. At $w=10$ µm it would nominally be $15^\circ$, whereas the full integral over $k$ gives $11^\circ$ for the bare substrate, so the expansion can no longer be relied on. The bias changes much less: it is $4.15^\circ$ there, against $4.33^\circ$ at $w=100$ µm. The conjugated harmonic sum still holds, but it must be evaluated with the actual $Z(n\omega)$. Any linear electronic filter ahead of the multiplier enters as a factor on each $Z_n$, namely its complex gain at $n\omega$.

**Removing the bias.** The bias arises in lock-ins that multiply by a square wave. If the references are $\sin\omega t$ and $\cos\omega t$, orthogonality leaves $X=(F_0/\pi)\,\mathrm{Re}Z_1$ and $Y=(F_0/\pi)\,\mathrm{Im}Z_1$, even though the pump is still square. For the half-space this reading is $-45.000^\circ$ in the numerical output. A purely sinusoidal pump works equally well, because the higher harmonics of the reference then find nothing to multiply. Where neither is available, the harmonic sum can be put into the fitting model in place of $Z(\omega)$.

## Numbers as computed

```
third/first weight, X channel: 0.11111
third/first weight, Y channel: -0.11111
third/first after half-space filtering: 0.06415
sum A (n=1,5,9,...): 1.026483
sum B (n=3,7,11,...): 0.077861
bias, third harmonic only: 3.670 deg
bias, harmonics up to 5: 3.606 deg
bias, harmonics up to 7: 4.038 deg
bias, all harmonics: 4.338 deg = 0.07571 rad
phase read, all harmonics: -40.662 deg
bias from direct time-domain diffusion: 4.338 deg
shift of that bias on halving the grid: 0.00016 deg
null-reading bias, third only: -3.612 deg
null-reading bias, all harmonics: -3.525 deg
null-reading bias, direct diffusion: -3.525 deg
phase with square pump, sine reference: -45.000 deg
modulation frequency: 10.0 kHz
substrate conductivity: 1.40 W/(m K)
substrate heat capacity: 1.65 MJ/(m^3 K)
substrate diffusivity: 0.8485 mm^2/s
substrate effusivity: 1519.9 W s^0.5/(m^2 K)
thermal depth sqrt(D/(pi f)): 5.197 um
pump and probe 1/e^2 radius: 100 um
film thickness: 80 nm
film conductivity: 200 W/(m K)
film heat capacity: 2.50 MJ/(m^3 K)
interface conductance: 50 MW/(m^2 K)
absorbed pump power while on: 10.0 mW
|Z| of ideal half-space at f: 2.6248 K mm^2/W
phase shift, finite spot alone: 0.155 deg
phase shift, film storage alone: -1.299 deg
phase shift, interface alone: 0.307 deg
phase shift, lateral film conduction: 0.652 deg
phase shift, duty 0.51 instead of 0.50: -2.173 deg
layered model, fundamental phase: -45.204 deg
layered model, square-wave reading: -40.966 deg
layered model, bias: 4.237 deg
bare substrate with spot, true phase: -44.845 deg
bare substrate with spot, reading: -40.512 deg
fitted/true diffusivity from that reading: 31.0
steady temperature rise, bare substrate: 10.07 K
fundamental temperature amplitude: 0.532 K
```
